\section*{Progressive radiosity for particle fluxes on the walls of deep holes}

\section{What goes wrong with direct flux and with sweeps}

Molecules enter a cylindrical hole 100 nm wide and 2000 nm deep, closed at the bottom. If only those that fly straight from the mouth are counted, the bottom receives $6.2\times10^{-4}$ of the flux at the mouth. When each wall collision sends 99\% of the molecules back into the hole, the bottom receives 0.057 of the mouth flux, about 91 times more. Nearly all of the supply to the bottom is reflected flux, so where deposition is proportional to the arriving flux, a rate at the bottom computed from direct flight alone would be too low by nearly two orders of magnitude.

The naive repair is to sweep. Take the direct flux, let every wall element re-emit what it received, add the direct flux again, and repeat. After $r$ sweeps the result contains all histories with at most $r$ reflections. Each sweep re-emits everything, including contributions whose consequences were worked out in earlier sweeps. With the wall cut into 81 elements, 333 sweeps, or $333\times81=26973$ element emissions, are needed before the missing arrivals, summed over the hole, fall to 1\% of the total.

Emitting one element at a time and using each result at once looks cheaper, but it holds a trap. If an element re-emits its whole accumulated flux whenever its turn comes, earlier contributions are sent twice. The scheme must therefore remember what has already been sent.

\section{The balance to be solved}

The gas is so dilute that molecules fly from wall to wall without colliding. The flow is steady, sticking probabilities are fixed, and a molecule that does not stick leaves at once with the cosine law: the emitted rate per area and solid angle is proportional to $\cos\theta$, with $\theta$ measured from the surface normal. Molecules enter evenly over the mouth, with the same cosine law.

Divide the wall into $m$ elements of area $A_i$, each emitting uniformly. Let $N_i$ be the total rate of arrivals on element $i$, repeat visits included, and $E_i$ the rate arriving directly from the mouth. All rates are divided by the rate entering the mouth, so $\sum_iE_i=1$. Let $s_i$ be the sticking probability, $b_i=1-s_i$, and $P_{ij}$ the probability that a molecule leaving $j$ next lands on $i$. Then
\begin{equation}
N_i=E_i+\sum_jP_{ij}b_jN_j,\qquad \sum_iP_{ij}+e_j=1,
\label{balance}
\end{equation}
where $e_j$ is the probability of flying from $j$ out through the mouth. Below, $b$ also denotes the diagonal matrix of the $b_i$.

\section{Exchange probabilities in a cylinder}

For the cosine law, the exchange between two surfaces is
\begin{equation}
A_jP_{ij}=\int dA_j\int dA_i\,
\frac{\cos\theta_i\cos\theta_j}{\pi r^2}=A_iP_{ji},
\label{recip}
\end{equation}
because $dA_i\cos\theta_i/r^2$ is the solid angle of the target and $\cos\theta_j/\pi$ the normalized emission. The integrand is symmetric, which gives reciprocity.

Consider first two cross-sections of the hole, disks of radius $a=d/2$ at distance $h$. Both rims lie on a sphere of radius $R=\sqrt{a^2+h^2/4}$. A line that crosses both disks meets the sphere in the two caps behind them, and a line joining the caps crosses both disks. The exchange in (\ref{recip}) measures the set of lines, so it is the same for the caps as for the disks. On a sphere a chord of length $r$ makes equal angles with both normals, with cosine $r/2R$. The integrand is then the constant $1/(4\pi R^2)$. Each cap has height $c=R-h/2$ and area $2\pi Rc$, so
\begin{equation}
\pi a^2F(h)=\frac{(2\pi Rc)^2}{4\pi R^2}=\pi c^2 .
\end{equation}
With $X=h/a=2h/d$,
\begin{equation}
F(h)=\frac{c^2}{a^2}=\left(\frac{\sqrt{X^2+4}-X}{2}\right)^2
=\frac{4}{\left(X+\sqrt{X^2+4}\right)^2}.
\label{disk}
\end{equation}
The last form follows on multiplying and dividing by $\sqrt{X^2+4}+X$; it avoids subtracting nearly equal numbers at large $X$.

Now take a wall ring between depths $z$ and $z+H$. Of the molecules entering the mouth, a fraction $F(z)$ crosses the plane at $z$ in direct flight and $F(z+H)$ crosses the plane at $z+H$. The difference lands on the ring:
\begin{equation}
E_{\rm ring}=F(z)-F(z+H),\qquad
e_{\rm ring}=\frac{A_d}{A_r}\,[F(z)-F(z+H)].
\end{equation}
Here $A_d=\pi d^2/4$, $A_r=\pi dH$, and the second result uses reciprocity. The probability of flying from a ring to any cross-section has the same form, with distances measured from that cross-section. For two rings whose near edges are a distance $g$ apart, subtract the molecules that cross the far edge of the target from those that cross its near edge:
\begin{equation}
P_{ij}=\frac{A_d}{A_r}\,[F(g)-2F(g+H)+F(g+2H)].
\end{equation}
A ring also sees itself. What does not leave through its two end planes stays:
\begin{equation}
P_{jj}=1-2\,\frac{A_d}{A_r}\,[1-F(H)].
\end{equation}

The example has 80 rings of height $H=d/4=25$ nm and one bottom disk. Then $A_r=A_d$, and all 81 elements have equal areas. From (\ref{disk}) with $X=0.5$, $F(H)=0.60961$. Ring 1 receives $E_1=1-0.60961=0.39039$ directly and returns $P_{11}=1-2(0.39039)=0.21922$ to itself. Ring 2 receives $E_2=0.22765$. Since $g=0$ for neighbours, $P_{21}=E_1-E_2=0.16274$. Direct surface integration of (\ref{recip}) for two pairs of separated rings agreed with the difference formula to one part in $10^6$.

\section{Send only what has not been sent}

Let $c_j$ now denote the total rate that element $j$ has emitted so far in the calculation. The arrivals known at that stage, and the reflected rate known but not yet sent, are
\begin{equation}
n=E+Pc,\qquad q=bn-c .
\label{books}
\end{equation}
At the start $c=0$, so $n=E$ and $q=bE$. One shot chooses an element $j$ and sends its whole unsent rate $a=q_j$. (From here on $a$ is this amount, not a radius.) Raising $c_j$ by $a$ in (\ref{books}) gives the updates
\begin{equation}
q_j\leftarrow0,\qquad
n_i\leftarrow n_i+P_{ij}a,\qquad
q_i\leftarrow q_i+b_iP_{ij}a\quad(\text{all }i).
\label{shot}
\end{equation}
The order matters: $q_j$ is cleared before the arrivals are added, because $P_{jj}\neq0$ returns part of the shot to its origin. Clearing afterwards would destroy molecules.

Progressive radiosity chooses the $j$ with the largest $q_j$. This is a rate, flux times area; with equal areas it is also the largest flux.

In the example $s=0.01$ everywhere. The first shot comes from ring 1 and carries $0.99\times0.39039=0.3865$. Ring 1 is left with $0.99\times0.21922\times0.38648=0.0839$. Ring 2 now holds
\begin{equation}
q_2=0.99\,(0.22765+0.16274\times0.38648)=0.2876,
\end{equation}
which is the second shot. The third, 0.2136, comes from ring 3.

\section{Why the estimate stays below the solution}

Let $x=bN-c$ be the emissions still to be made. Subtracting (\ref{books}) from (\ref{balance}) gives $N-n=P(bN-c)=Px$. Furthermore,
\begin{equation}
x=b(N-n)+(bn-c)=bPx+q .
\end{equation}
With $K=bP$, that is $K_{ij}=b_iP_{ij}$, this means
\begin{equation}
x=(I-K)^{-1}q=\sum_{r=0}^{\infty}K^rq,\qquad N-n=Px .
\label{error}
\end{equation}

The series needs a loss. $K_{ij}$ is the probability that a molecule leaving $j$ lands on $i$ and is reflected there. Column $j$ of $K^r$ therefore sums to the probability that a molecule leaving $j$ survives $r$ flights and the landings that end them. Suppose that from every element some chain of flights with positive probability leads to escape or to sticking. With $m$ elements, a chain of at most $m$ flights suffices, since loops can be cut out. Every column sum of $K^m$ is then at most $1-\eta$ for some $\eta>0$, and the series converges geometrically.

If $E$, $b$ and $P$ are nonnegative, (\ref{shot}) keeps $q\ge0$ and never lowers any $n_i$. Equation (\ref{error}) then gives $x\ge0$ and $N-n\ge0$. The estimate rises and cannot pass the solution. This part holds for any order of shots.

\section{Why choosing the largest rate finishes the job}

Convergence does depend on the order. An element with $q_j>0$ that is never chosen leaves its molecules unsent for ever. To see that the largest choice cannot do this, count all remaining emissions:
\begin{equation}
\Phi=\sum_ix_i=\sum_jt_jq_j,\qquad t^{T}=\mathbf 1^{T}(I-K)^{-1}.
\end{equation}
Here $t_j$ is the expected number of emissions caused by one emission from $j$, itself included. By (\ref{shot}) a shot changes $q$ to $q-a(I-K)\hat e_j$, where $\hat e_j$ is the unit vector of element $j$. Since $t^T(I-K)=\mathbf 1^T$,
\begin{equation}
\Phi_{\rm new}=\Phi-a\,t^T(I-K)\hat e_j=\Phi-a .
\end{equation}
Each shot removes its own size from the remaining work. The largest of $m$ nonnegative numbers is at least their mean, and $\Phi\le t_{\max}\sum_jq_j$, so
\begin{equation}
a\ge\frac1m\sum_jq_j\ge\frac{\Phi}{m\,t_{\max}},\qquad
\Phi_k\le\left(1-\frac1{m\,t_{\max}}\right)^k\Phi_0 .
\label{rate}
\end{equation}
The total error obeys $\sum_i(N_i-n_i)=\sum_j(1-e_j)x_j\le\Phi$, and so it vanishes too.

In the hole $\Phi_0=19.7$ emissions per entering molecule and $t_{\max}=94.5$. The guaranteed factor per shot is $1-1/(81\times94.475)=0.99987$. This is a worst-case rate. It promises $\Phi\le10^{-6}$, and hence $\sum q\le10^{-6}$, after about $1.3\times10^5$ shots; the calculation reached $\sum q=10^{-6}$ after 43197.

\section{When to stop}

A tempting rule is to stop when the flux of interest no longer changes much. Between shots 100 and 1000 the bottom flux moved only from 0.00073 to 0.00098 of the mouth flux, yet its final value is 0.057. After 1000 shots the estimate at the bottom was 1.7\% of the answer.

A safe rule uses $\sum q$. If the sticking probability is the same $s>0$ everywhere, each landing is followed by another emission with probability $1-s$ and escape can only reduce the count, so
\begin{equation}
t_j\le\sum_{r=0}^{\infty}(1-s)^r=\frac1s,\qquad
\sum_i(N_i-n_i)\le\Phi\le\frac1s\sum_jq_j .
\label{stop}
\end{equation}
The factor $1/s=100$ is needed because $\sum q$ alone does not bound the summed error: after 10000 shots the missing arrivals added up to 0.57, while $\sum q$ was only 0.0077. To hold every flux ratio within $10^{-4}$ of the mouth flux on these equal areas, one stops at $\sum q\le0.01\times10^{-4}=10^{-6}$. The largest error against a direct linear solution was then $1.2\times10^{-6}$. The bound is loose here because it covers the sum of the errors on all 81 elements.

A small total error need not be a small relative error where little arrives. After 10000 shots only 2.9\% of all arrivals were missing, but the bottom flux, at 0.0485, was still 15\% short.

The books also balance at every stage. A shot splits into escape, sticking and new unsent reflection, so
\begin{equation}
\sum_is_in_i+\sum_je_jc_j+\sum_jq_j=1 .
\end{equation}
At the end 0.199 of the molecules had stuck and 0.801 had escaped. Since this sum holds after the first shot as well as the last, it detects lost molecules but says nothing about convergence.

\section{Limits, and what happens when a condition fails}

\paragraph{Full sticking.} For $s=1$, $q=0$ from the start and $N=E$. No shot is needed.

\paragraph{No sticking, open mouth.} Escape is now the sole loss. Reciprocity gives $E_i=A_ie_i/A_d$. Try $N_i=A_i/A_d$, the mouth flux on every element:
\begin{equation}
E_i+\sum_jP_{ij}\frac{A_j}{A_d}
=\frac{A_i}{A_d}\Big(e_i+\sum_jP_{ji}\Big)=\frac{A_i}{A_d}.
\end{equation}
The trial solves the balance: without consumption the hole fills to the mouth flux at any depth. For a hole five diameters deep, the iteration reproduced this to $3\times10^{-9}$ of the mouth flux. The bound $1/s$ is useless in this limit, and $t_{\max}$ must be computed or bounded from the escape instead.

\paragraph{No loss at all.} Close that hole with a reflecting lid and put the same source inside. Now every column of $K$ sums to one, and a shot leaves $\sum q$ unchanged. Since $a\ge\sum q/m$, the arrivals grow without limit. With 22 elements they reached 157 after 2000 shots and 309 after 4000, while $\sum q$ stayed at 1. The algorithm is not at fault: a steady source in a sealed, lossless cavity has no steady state. When the lid was given a sticking probability of 0.05, the iteration converged to the direct solution. Either kind of loss is enough, provided every element can reach it.

\paragraph{Signed sources.} The difference between two flux problems can have a source of both signs. If the shot is chosen by the largest $|q_j|$, then $\sum_jt_j|q_j|$ falls by at least $|a|$, because arrivals can cancel existing entries but cannot add more than their own size. Convergence survives, but $x$ in (\ref{error}) may have either sign. In a test with a prescribed solution of $+1$ in the upper part of the hole and $-1$ in the lower, the estimate lay above the solution at some elements and below it at others before converging. A nonnegative source thus guarantees the bound from below, which can fail without it; convergence does not depend on it.

\section{What the ordering buys}

With the same 81 elements and the same target of 1\% missing arrivals, the largest-first order took 13898 emissions, a fixed cycle from top to bottom 16093, and simultaneous sweeps 26973. Most of the gain over sweeps comes from using each arrival at once, which the cycle does too. Choosing the largest saved a further 14\%.

For this small system with weak loss, none of these is the cheapest method. Elimination needs about $m^3/3\approx1.8\times10^5$ multiplications, whereas 43197 shots at 81 updates each need about $3.5\times10^6$. Progressive shooting can be used when $P$ is too large to store, since a shot needs one column, which can be generated by tracing rays from one element. With weak loss, however, the same columns are needed again and again: 43197 shots from 81 elements are more than 500 per element. It is best suited to walls with strong loss: by (\ref{stop}), uniform sticking of 0.5 would limit $t_{\max}$ to 2.

Convergence of the iteration is not convergence of the grid. With 80, 160 and 320 rings the bottom ratio is 0.0570, 0.0560 and 0.0558. The successive changes shrink fourfold, which suggests a limit near 0.0557 and an error of about 2\% for 80 rings, far above the iteration error. Tracing individual molecules in three dimensions, without wall elements, gave $0.0559\pm0.0018$ (one standard error).

\section{The hole in a deposition process}

The numbers describe trimethylaluminium entering a bare hole at the start of an alumina deposition pulse. The inputs are rough typical values: 500 K, 0.1 Torr of precursor in 1 Torr of gas, and initial sticking 0.01. A gas at pressure $p$ sends $p/\sqrt{2\pi Mk_BT}$ molecules of mass $M$ through unit area per time, here $1.85\times10^{19}$ cm$^{-2}$\,s$^{-1}$. The bottom receives 0.057 of this, $1.1\times10^{18}$ cm$^{-2}$\,s$^{-1}$.

Free flight is a good assumption here. A molecule travels 1.97 $\mu$m in the hole on average, spread over about 21 flights (its entry and 19.7 re-emissions), so one flight is about 0.1 $\mu$m long. Against a rough mean free path of 47 $\mu$m, gas collisions interrupt only about 0.2\% of the flights. Molecules that reach the bottom make many more flights than the average, about 120 before their first arrival and about 210 in all. Roughly a fifth of them meet a gas molecule before first arriving, but this lowers the bottom flux by only about half a percent, less than the grid error. The assumption that a real pulse breaks is fixed sticking. With about 4 sites per nm$^2$, the top ring would fill in 2.4 ms and the bottom in 38 ms, each at its initial rate; the bottom in fact fills sooner, because its flux rises as the wall above it saturates. The mean time spent in the hole is 5 ns. Molecules that reach the bottom stay about ten times longer, still far less than a millisecond, so the flux follows the coverage almost at once, but the result is a snapshot of the first fraction of a millisecond. If sticking is proportional to the free sites, uniform half coverage halves it and raises the bottom ratio from 0.057 to 0.153 with 80 rings (from 0.056 to 0.151 on a fine grid). In a real pulse the top fills first, so this shows only the size of the effect. Doubling the initial sticking lowers the bottom ratio to 0.016.

Two further changes, each made with the other inputs held fixed, also exceed the grid error. If 10\% of reflections are mirror-like, tracing gives $0.076\pm0.002$ instead of $0.056\pm0.002$. A 10 nm film on the side wall and bottom, with growth on the surface around the mouth ignored, raises the depth-to-width ratio from 20 to 24.9 and lowers the bottom ratio to about 0.026 at the start of a later pulse. Delayed desorption, surface diffusion and association of the precursor are left out and have not been sized. The sticking probability and its change with coverage therefore limit this prediction far more than the iteration does. The full set of values is in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
hole diameter 100 nm, depth 2000 nm, aspect 20
temperature 500 K, molecular mass 72.09 u
precursor pressure 0.1 Torr, total 1.0 Torr
sticking probability 0.010
elements 81, ring height 25.0 nm
mouth flux 1.850e+19 cm^-2 s^-1
direct fraction to rings 1, 2, 3: 0.39039, 0.22765, 0.13197
direct fraction to bottom 6.242e-04
ring to itself 0.21922, to next ring 0.16274
escape probability from ring 1 0.39039
shot 1: element 1, emitted 0.38648, own q after 0.08388
shot 2: element 2, emitted 0.28764, own q after 0.06243
shot 3: element 3, emitted 0.21360, own q after 0.04636
after 1 shots: bottom/mouth flux 0.000630, missing arrivals 93.795 %, sum q 8.368e-01
after 10 shots: bottom/mouth flux 0.000655, missing arrivals 87.806 %, sum q 5.910e-01
after 100 shots: bottom/mouth flux 0.000729, missing arrivals 71.031 %, sum q 3.234e-01
after 1000 shots: bottom/mouth flux 0.000979, missing arrivals 37.363 %, sum q 1.117e-01
after 10000 shots: bottom/mouth flux 0.048528, missing arrivals 2.854 %, sum q 7.663e-03
initial remaining emissions Phi 19.7148 per entering particle
largest expected emissions t_max 94.475, bound 1/s 100.0
guaranteed decay factor per shot 0.9998693
stopping tolerance 1.0e-04, shots used 43197
final sum q 1.000e-06, error bound 1.000e-04
actual largest flux-ratio error 1.152e-06
shots to 1 % missing: greedy 13898, cyclic 16093
simultaneous: 333 sweeps = 26973 element emissions
flux/mouth flux: ring 1 0.8857, ring 40 0.1566
flux/mouth flux: ring 80 0.0559, bottom 0.0570
bottom flux 1.055e+18 cm^-2 s^-1
absorbed fraction 0.19914, escaped fraction 0.80086
bottom ratio for 80, 160, 320 rings: 0.057006, 0.056003, 0.055752
traced bottom ratio 0.0559 +/- 0.0018 (1 s.e.)
traced absorbed fraction 0.1979 +/- 0.0010 (1 s.e.)
no-sticking open hole: largest deviation from mouth flux 2.56e-09
sealed cavity: sum q 1.000000 after 4000 shots
sealed arrivals after 2000, 4000 shots: 157.31, 308.91
rough collision diameter 0.5 nm, mean free path 46.6 um
mean path in hole 1.97 um, path/free path 0.0423
diameter/free path 0.00215
mean speed 383.2 m/s, mean residence 5.14 ns
rough site density 4.0 nm^-2
initial site-filling time: top 2.44 ms, bottom 37.93 ms
bottom ratio at half sticking 0.1534, double sticking 0.0163
bottom ratio with 10 % specular 0.0759 +/- 0.0020 (1 s.e.)
after 10 nm film: aspect 24.88, bottom ratio 0.0265
\end{verbatim}
